\section*{k-mesh convergence of tight-binding Green functions at complex energies, part 2}

How dense a $\mathbf k$-mesh does $G$ need at each complex energy when the electron density is computed on a contour? Energies are in eV, lengths in units of the lattice constant $a$, and $T$ stands for $k_BT$. Independent electrons have $\varepsilon_{\mathbf k}=-2t\sum_{i=1}^{d}\cos k_i$; all examples below use $t=1$ eV.

$\langle h\rangle$ is the Brillouin-zone average, $\langle h\rangle_N$ that over the mesh $2\pi\mathbf j/N$, $j_i=0,\dots,N-1$. For $z=E+i\eta$, $G(\mathbf R;z)=\langle e^{i\mathbf k\cdot\mathbf R}/(z-\varepsilon_{\mathbf k})\rangle$, $G(z)=G(\mathbf 0;z)$, $G_N(z)=\langle1/(z-\varepsilon_{\mathbf k})\rangle_N$. With $f(z)=1/(e^{(z-\mu)/T}+1)$, the density per site and spin is $n=\langle f(\varepsilon_{\mathbf k})\rangle$, its mesh value $n_N$. As an index, $n$ labels poles $z_n=\mu+i\omega_n$, $\omega_n=\pi T(2n+1)$. Without a mesh,
\begin{equation}
G(\mathbf R;z)=-i\int_0^\infty ds\,e^{izs}\prod_i i^{|R_i|}J_{|R_i|}(2ts).
\label{eq:bessel}
\end{equation}

$G_N-G$ is the sum of the images $G(\mathbf mN;z)$, $\mathbf m\neq\mathbf 0$. For the chain, $G(R;z)=\lambda^{|R|}/r$, $r=t(\lambda-1/\lambda)=\sqrt{z^2-4t^2}$, $\lambda=e^{i(k'+i\kappa)}$, $\kappa>0$, $z=-2t\cos(k'+i\kappa)$; in the band $v=2t\sin k'$ is the group velocity.

For the cubic lattice, $\kappa_0(z)=\kappa(E_0+i\eta)$ with $E_0=\max(|E|-4t,0)$, which is $\operatorname{arsinh}(\eta/2t)$ for $|E|\le4t$. With $q=e^{-N\kappa_0}$, $g^{-4}=(u^*-\eta^2-4t^2)^2+4u^*\eta^2$ and $u^*=\max(4t^2-\eta^2,E_0^2)$,
\begin{equation}
|G_N-G|\le B(z,N)=g\Big[\frac{24q(1+q)}{(1-q)^3}+\frac{2q}{1-q}\Big]\simeq 26\,g\,e^{-N\kappa_0}\quad(q\ll1),
\label{eq:B}
\end{equation}
Stationary phase suggests $|G_N-G|\sim N^{-1}e^{-N\kappa_{\rm eff}}$; fitted rates use the error envelope times $N$.

The path $C$ rises from $E_b$, below the band and $\mu$, to $E_b+i\Delta$ (leg), then runs to $+\infty+i\Delta$ (line), with $\Delta=2\pi TJ$ and $J$ a positive integer:
\begin{align}
n={}&-\frac1\pi\,\mathrm{Im}\int_0^\Delta i\,dy\,f(E_b+iy)\,G(E_b+iy)\nonumber\\
&-\frac1\pi\,\mathrm{Im}\int_{E_b}^\infty dE\,f(E)\,G(E+i\Delta)+2T\,\mathrm{Re}\sum_{n=0}^{J-1}G(z_n).
\label{eq:contour}
\end{align}
Gauss rules on leg and line give
\begin{equation}
n=\mathrm{Im}\sum_{j=1}^{M}c_j\,G(z_j),
\label{eq:rule}
\end{equation}
with $c=2iT$ at a pole and $c_j$ proportional to the Gauss weights elsewhere.

\section{One mesh everywhere: nothing is gained}

The derivation of \eqref{eq:contour} used only analyticity above the axis and a spectrum between $E_b$ and some finite energy. $G_N$ has both properties, being a finite sum of single levels. Inserting $G_N$ with one $N$ at all points therefore gives $\langle f(\varepsilon_{\mathbf k})\rangle_N=n_N$ exactly, up to the energy quadrature. The smoothness of $G_N$ on the line does not improve the result; the mesh error is merely collected at a few points. This is tested to $10^{-8}$ for $N=20$ and $N=60$.

To see where it is collected, send the contour to infinity with $E_b=\mu-\Delta$ and $J\to\infty$. The total spectral weight is one, so $G=1/(z-\mu)+O(\Delta^{-2})$ on $C$; the correction, over a length of order $\Delta$, vanishes. On the leg $f\to1$ exponentially. On the line $f$ differs from a step at $\mu$ over a width of order $T$, where $|G|\le1/\Delta$, so it may be replaced by the step. What remains is $\int dz/(z-\mu)$ from argument $\pi$ to argument $\pi/2$, whose imaginary part is $\pi/2-\pi$, and $-\pi^{-1}(-\pi/2)=1/2$. Hence
\begin{equation}
n=\frac12+2T\,\mathrm{Re}\sum_{n\ge0}G(z_n).
\label{eq:mats}
\end{equation}
The terms are $\langle(\mu-\varepsilon)/[(\mu-\varepsilon)^2+\omega_n^2]\rangle=O(\omega_n^{-2})$, so the sum converges, though slowly: the tail beyond $J$ falls as $1/J$, and the contour in \eqref{eq:contour} is the exact replacement of that tail together with the constant $\tfrac12$. Two limits confirm the constant. For $\mu=0$ the spectrum is symmetric, every term vanishes and $n=1/2$; for $T\to\infty$ the sum is of order $T\cdot T^{-2}$ and again $n\to1/2$.

Inserting \eqref{eq:bessel} into \eqref{eq:mats}, with $\mathrm{Re}[-ie^{i\mu s}]=\sin\mu s$ and $\sum_ne^{-(2n+1)x}=e^{-x}/(1-e^{-2x})=1/(2\sinh x)$, gives a mesh-free reference,
\begin{equation}
n=\frac12+T\int_0^\infty ds\,\frac{\sin(\mu s)\,J_0(2ts)^3}{\sinh(\pi Ts)} .
\label{eq:nref}
\end{equation}
Its agreement with a direct Fermi sum on a dense mesh is tested separately.

$G_N$ also has total weight one, so \eqref{eq:mats} holds for $n_N$, and the difference is
\begin{equation}
n_N-n=2T\,\mathrm{Re}\sum_{n\ge0}\big[G_N(z_n)-G(z_n)\big].
\label{eq:dn}
\end{equation}
By \eqref{eq:B} the $n$-th term is bounded by about $52\,Tg\,e^{-N\kappa_0(z_n)}$, with $\kappa_0\simeq(2n+1)\pi T/2t$ for $\omega_n\ll2t$ and $|\mu|\le4t$. The bounds on successive terms fall by $e^{-N\pi T/t}$, so the first pole dominates the bound once $N\pi T/t$ exceeds a few. For the cubic example below ($\mu=-1$ eV, $T=0.05$ eV), \eqref{eq:dn} with thirty poles is tested to $10^{-10}$ against the difference of the direct Fermi sum and \eqref{eq:nref}. At $N=20$, $n_N-n=2.4344\times10^{-3}$, and the moduli $2T|G_N-G|$ at the first two poles are $3.22\times10^{-3}$ and $1.22\times10^{-4}$. At $N=60$ the numbers are $-1.4881\times10^{-5}$, $6.83\times10^{-5}$ and $2.33\times10^{-9}$. At these two meshes the density error is smaller than the first modulus, because only the real part enters; it can have either sign. The ratio of the two poles at $N=60$ is $3.4\times10^{-5}$, of the same order as $e^{-60(0.2335-0.0785)}=9\times10^{-5}$ from the rates of the bound; the asserted statement is that it is below $0.01$.

For the chain \eqref{eq:dn} can be summed at leading order. Near the axis $r=t(\lambda-1/\lambda)=2it\sin(k'+i\kappa)\simeq iv$, so $G\simeq-i/v$, and $\lambda^{mN}\simeq e^{imNk_F}e^{-mN\omega_n/v}$, with $v$ and $k_F$ taken at $\mu$. This requires $\mu$ inside the band and $4t\omega\ll v^2$ for the frequencies that contribute. The terms dropped from $\ln\lambda$ are multiplied by $mN$, so they must also stay small after that multiplication: the complex wave vector is $k(\mu+i\omega)$ with $k(E)=\arccos(-E/2t)$, whose first three derivatives at $\mu$ are $1/v$, $\mu/v^3$ and $1/v^3+3\mu^2/v^5$. The Taylor series gives $k'-k_F\simeq-\mu\omega^2/2v^3$ and $\kappa-\omega/v\simeq-(v^2+3\mu^2)\omega^3/6v^5$, hence two further conditions, $mN|\mu|\omega^2/2v^3\ll1$ for the phase and $mN(v^2+3\mu^2)\omega^3/6v^5\ll1$ for the decay. The second remains at $\mu=0$, where the first is empty. Using $G_N-G=2G\sum_m\lambda^{mN}$, $\mathrm{Re}[-ie^{i\theta}]=\sin\theta$ and the same geometric sum over $n$,
\begin{equation}
n_N-n\simeq\frac{2T}{v}\sum_{m\ge1}\frac{\sin(mNk_F)}{\sinh(\pi TmN/v)} .
\label{eq:chainT}
\end{equation}
The thermal length $v/\pi T$ separates two regimes. For $N\gg v/\pi T$ the error is the first image at the first pole, $(4T/v)\sin(Nk_F)e^{-\pi TN/v}$ as long as both conditions hold for $m=1$ and $\omega=\pi T$, and $Nk_F$ is not so close to a multiple of $\pi$ that the small phase shift matters; at larger $N$ the phase and the rate must be taken from $\lambda(z_0)$ itself. For $N\ll v/\pi T$ many poles contribute comparably. Equation \eqref{eq:chainT} is not tested numerically at finite $T$; its zero-temperature limit is compared with an exact count in the next section.

\section{Zero temperature: metal and insulator}

As $T\to0$ the poles, spaced by $2\pi T$, merge into a line and $2T\sum_n\to\pi^{-1}\int dy$:
\begin{equation}
n=\frac12+\frac1\pi\int_0^\infty dy\,\mathrm{Re}\,G(\mu+iy).
\label{eq:T0}
\end{equation}
For one level $\int_0^\infty(\mu-\varepsilon)\,dy/[(\mu-\varepsilon)^2+y^2]=(\pi/2)\,\mathrm{sgn}(\mu-\varepsilon)$, so \eqref{eq:T0} gives $1$ below $\mu$ and $0$ above. In a metal the path ends on the spectrum. In the chain the points with $y\lesssim v/N$ have $|\lambda^N|$ of order one and an error of order $|G|\simeq1/v$; the width times the size is of order $1/N$.

The exact count confirms this. The occupied mesh points have $|2\pi j/N|<k_F$, and with $x=Nk_F/2\pi$ not an integer there are $2\lfloor x\rfloor+1$ of them, while $n=k_F/\pi=2x/N$. So $N(n_N-n)=1-2(x-\lfloor x\rfloor)$, which lies between $-1$ and $1$. In \eqref{eq:chainT}, $T\to0$ replaces the hyperbolic sine by its argument and leaves $(2/\pi N)\sum_m\sin(m\theta)/m$ with $\theta=2\pi(x-\lfloor x\rfloor)$. The series is the sawtooth $(\pi-\theta)/2$ on $0<\theta<2\pi$, which gives $N(n_N-n)=1-\theta/\pi$, the same expression. For $\mu=-0.7$ eV the exact density is $0.386182$. At $N=50$, $x=25\times0.386182=9.65$, the count is $19$, and $19/50=0.380000$; the quadrature of \eqref{eq:T0} with $G_{50}$ returns $0.380000$. The largest $N|n_N-n|$ is $0.9876$ for $50\le N<100$ and $0.9977$ for $500\le N<1000$, so the envelope is $1/N$ with no exponential gain. In higher dimensions the contour ends on the spectrum in the same way and the bound \eqref{eq:B} gives nothing as $y\to0$; the power of $N$ in that case is not derived here.

An insulator behaves differently. Give the chain site energies $\pm m$ on alternate sites, with $k$ now conjugate to the two-site cell. The Bloch matrix has diagonal $\pm m$ and off-diagonal element $-t(1+e^{-ik})$, so the bands are $\pm E_k$ with $E_k^2=m^2+t^2|1+e^{ik}|^2=m^2+4t^2\cos^2(k/2)=m^2+2t^2+2t^2\cos k$. At $\mu=0$ and $T=0$ the band energy per cell and spin is $-\langle E_k\rangle$. From $\int_0^\infty E^2dy/(y^2+E^2)=\pi E/2$,
\begin{equation}
E_k=\frac2\pi\int_0^\infty dy\Big[1-\frac{y^2}{y^2+E_k^2}\Big],
\end{equation}
an integral along the imaginary axis, which meets the real axis in the middle of the gap. Now $1/(y^2+E_k^2)=1/(A+2t^2\cos k)$ with $A=y^2+m^2+2t^2$ is the chain integrand with hopping $t^2$ at the real energy $A>2t^2$, outside its band. There $\lambda=-e^{-\kappa}$, $\cosh\kappa=A/2t^2$, and the average is $1/\sqrt{A^2-4t^4}=1/(2t^2\sinh\kappa)$. From $\cosh\kappa=1+2\sinh^2(\kappa/2)$,
\begin{equation}
\kappa(y)=2\operatorname{arsinh}\frac{\sqrt{m^2+y^2}}{2t},\qquad \kappa_g=\kappa(0)=2\operatorname{arsinh}\frac{m}{2t}.
\end{equation}
The rate is finite along the whole path. For large $N$ only small $y$ contributes; $\sinh\kappa\,d\kappa=d(y^2)/2t^2$ gives $\kappa\simeq\kappa_g+cy^2$ with $c=1/(2t^2\sinh\kappa_g)$, which is also the value of the average at $y=0$. The first images give a mesh error $2c\lambda^N$, and $\int_0^\infty y^2e^{-Ncy^2}dy=(\sqrt\pi/4)(Nc)^{-3/2}$, so at leading order in $1/N$
\begin{equation}
|\langle E_k\rangle_N-\langle E_k\rangle|\simeq\frac2\pi\,2c\,\frac{\sqrt\pi}{4}(Nc)^{-3/2}e^{-N\kappa_g}=\frac{N^{-3/2}e^{-N\kappa_g}}{\sqrt{\pi c}} .
\end{equation}
For $m=0.5$ eV the errors against the exact elliptic-integral value are $3.35\times10^{-7}$ eV at $N=20$ and $5.83\times10^{-12}$ eV at $N=40$. Removing the power, $\ln[3.35\times10^{-7}/(5.83\times10^{-12}\times2^{3/2})]/20=0.4959$ per cell, against $\kappa_g=0.4949$; the test allows three percent. A gap does at $T=0$ what $\pi T$ does in a metal, and as $m\to0$ the rate $\kappa_g\simeq m/t$ closes.

\section{A mesh for each energy}

The terms of \eqref{eq:rule} are independent, so each may use its own mesh $N_j$. Since $|\mathrm{Im}(c_j\,\delta G_j)|\le|c_j||\delta G_j|$, choosing the least $N_j$ with
\begin{equation}
|c_j|\,B(z_j,N_j)\le\epsilon/M
\label{eq:meshrule}
\end{equation}
bounds the total mesh error by $\epsilon$; the energy-quadrature error adds to it. For $q\ll1$, \eqref{eq:B} solves to
\begin{equation}
N_j\simeq\frac{L_j}{\kappa_0(z_j)},\qquad L_j=\ln\frac{26\,g_j|c_j|M}{\epsilon}.
\label{eq:Nj}
\end{equation}
At the poles $|c|=2T$ and $N_n/N_0=(\kappa_0(z_0)/\kappa_0(z_n))(L_n/L_0)$. For $\omega_n\ll2t$ and $|\mu|\le4t$ the first factor is $1/(2n+1)$; the second is $1-\ln(2n+1)/(2L_0)$, because $g\propto\omega_n^{-1/2}$, and is near one for tight tolerances. Thus $N_n\simeq N_0/(2n+1)$ with $N_0\simeq2tL_0/\pi T$.

If the work is proportional to the number of $\mathbf k$-points, the cost of the poles relative to the first is $\sum_n(2n+1)^{-d}$. Removing the even integers from $\zeta(d)$ gives $\sum_{n\ge0}(2n+1)^{-d}=\zeta(d)-2^{-d}\zeta(d)$ for $d\ge2$:
\begin{equation}
d=3:\ \tfrac78\zeta(3)=1.0518,\qquad d=2:\ \tfrac34\zeta(2)=\pi^2/8=1.2337 .
\end{equation}
For $d=1$, $\sum_{n<J}(2n+1)^{-1}=H_{2J}-\tfrac12H_J$ with harmonic numbers $H_J\simeq\ln J+\gamma$, which grows as $\tfrac12\ln J$; it is $2.0218$ for $J=8$ and $4.4356$ for $J=1000$. These figures describe meshes sized by the bound; the true errors carry a prefactor that falls with $N$, which lets the first mesh be thinned more than the others and raises the share of the higher poles somewhat. With the meshes of the bound, in three dimensions all higher poles together cost about five percent of the first, in two dimensions about a quarter, and in one dimension eight poles already cost twice the first. The statement that only the nearest poles need dense meshes is a statement about cost in $d\ge2$. These sums rest on the scaling $1/(2n+1)$, which stops at $\omega_n\sim2t$; beyond that $\kappa_0$ grows only as $\ln(\omega_n/t)$ and $N_n$ falls slowly; since every pole needs at least one point, an unlimited Matsubara sum has no convergent cost, and $\Delta$ of order $2t$ is a natural height for the line. At fixed $\Delta$ and falling $T$ the number of poles grows as $1/T$, the first pole's cost as $T^{-d}$ up to the logarithm, and the meshes on $C$ stay essentially fixed.

The argument needs $\varepsilon_{\mathbf k}$ to continue analytically to complex $\mathbf k$. The constants $\kappa_0$ and $g$ belong to this model; another band needs its own. If the hoppings decay as $e^{-\alpha|R|}$, the continuation is guaranteed only for $|\mathrm{Im}\,k|<\alpha$, and raising the contour does not raise the rate without limit: for large $|z|$ at fixed $R\neq0$, $G(R)\simeq\langle e^{ikR}\varepsilon_k\rangle/z^2$ is proportional to the hopping itself and decays at the rate $\alpha$. At finite $z$ the rate can lie on either side of $\alpha$. A local causal self-energy replaces $z$ by $z-\Sigma(z)$ in the denominator, and $\mathrm{Im}\,\Sigma\le0$ can only increase the effective $\eta$. The real part of $\Sigma$ shifts the effective energy, however, and can lower $\kappa_0$ where it moves a point outside the band towards it. If $E_b$ is placed close to the band bottom, the foot of the leg needs a dense mesh as well, since $\cosh\kappa_0=(|E_b|-4t)/2t\to1$.

\section{Worked example: a simple cubic metal}

The parameters are round model values: $t=1$ eV, $\mu=-1$ eV, $T=0.05$ eV ($580.2$ K), $J=8$, $E_b=-7$ eV, $\epsilon=10^{-6}$. Then $\pi T=0.1571$ eV and $\Delta=16\pi T=2.5133$ eV. With $12$ points on the leg and $20$ on the line, $M=8+12+20=40$ and the budget per point is $\epsilon/M=2.5\times10^{-8}$. Equation \eqref{eq:nref} gives $n=0.357160975$ per site and spin; the digits are kept because they measure the numerical method, not a material. The rule \eqref{eq:rule} with mesh-free values of $G$ reproduces this within the tested $10^{-8}$.

For pole $0$, $\kappa_0=\operatorname{arsinh}(0.1571/2)=0.0785\,a^{-1}$ and $g=(4\times0.1571)^{-1/2}=1.26$ eV$^{-1}$, so $L=\ln(26\times1.26\times0.1/2.5\times10^{-8})=18.69$ and $L/\kappa_0=18.69/0.07846=238.2$, giving $N_0=239$. For pole $1$, $g=(4\times0.4712)^{-1/2}=0.728$ eV$^{-1}$, $L=18.14$ and $18.14/0.2335=77.7$, giving $78$. For pole $7$, $\omega=2.3562$ eV exceeds $2t$, $g=(2.3562^2+4)^{-1/2}=0.324$ eV$^{-1}$, $L=17.33$ and $17.33/1.0019=17.3$, giving $18$. The full set, with the fitted rate in units of $\kappa_0$, is

\begin{center}
\begin{tabular}{ccccc}
$n$ & $\kappa_0$ ($a^{-1}$) & $N_n$ & $N_0/(2n+1)$ & rate$/\kappa_0$\\
0 & 0.0785 & 239 & 239.0 & 1.073\\
1 & 0.2335 & 78 & 79.7 & 1.029\\
2 & 0.3832 & 47 & 47.8 & 1.046\\
3 & 0.5253 & 34 & 34.1 & 1.100\\
4 & 0.6583 & 27 & 26.6 & 1.100\\
5 & 0.7818 & 23 & 21.7 & 1.084\\
6 & 0.8962 & 20 & 18.4 & 1.064\\
7 & 1.0019 & 18 & 15.9 & 1.028
\end{tabular}
\end{center}

The departures from $N_0/(2n+1)$ follow from \eqref{eq:Nj}. For the low poles the smaller $L_n$ puts $N_n$ slightly below; for the high ones the inverse hyperbolic sine lags behind its argument ($1.0019$ against $15\times0.0785=1.18$ at $n=7$) and puts it above. The column $N_n$ comes from the bound, so its scaling alone proves nothing about the true error; the last column does the checking, since it is fitted to errors measured against \eqref{eq:bessel}. It stays between $1.03$ and $1.10$ while $\kappa_0$ changes by a factor of nearly thirteen.

On the contour, $\cosh\kappa_0=(7-4)/2$ at the foot of the leg gives $0.9624\,a^{-1}$ at $\eta=0$, and the line above $\mu$ has $\operatorname{arsinh}(2.5133/2)=1.0517\,a^{-1}$. The leg needs $N$ from $12$ to $18$ and the line from $3$ to $17$. By \eqref{eq:Nj} a value as small as $3$ requires a very small weight, which points to the nodes in the Fermi tail; the weights are not printed. The inequality $|G_N-G|\le B$ is tested at all forty points, at the chosen mesh $N_j$ and at $N=2$, $3$ and $\lfloor N_j/3\rfloor+2$.

The three parts are $-0.0613768$ (poles), $0.1235218$ (leg) and $0.2950159$ (line), which add to $0.3571609$. The pole part is negative: in $\mathrm{Re}\,G(z_n)=\langle(\mu-\varepsilon_{\mathbf k})/[(\mu-\varepsilon_{\mathbf k})^2+\omega_n^2]\rangle$ the levels above $\mu$ count negatively, and summed over the poles they outweigh those below; the leg is $-\pi^{-1}\mathrm{Re}\int fG\,dy$ with $\mathrm{Re}\,G<0$ below the band, hence positive. The adaptive result is $n=0.357160975$, with an error of $-4.34\times10^{-11}$ that contains both mesh and quadrature parts.

Counting points in the full zone, pole $0$ takes $239^3=1.3652\times10^7$ of a total $1.4436\times10^7$, a share of $0.9457$. Pole $1$ takes $78^3/1.4436\times10^7=0.0329$, poles $2$ to $7$ take $0.0131$, and all $32$ contour points together take $0.0084$. The pole cost relative to the first is $(0.9457+0.0329+0.0131)/0.9457=1.0486$, near $7\zeta(3)/8=1.0518$. Using $N_0$ at all forty points would take $40\times1.3652\times10^7=5.4608\times10^8$ points, a factor $37.8$ more. The factor cannot exceed $M=40$. The first pole cannot be thinned in the same way: on the mesh of pole $1$ its weighted error is $1.16\times10^{-5}$, some $460$ times the budget.

The output also shows that the achieved error is more than four orders of magnitude below $\epsilon$. The weighted errors at the poles lie between $5.4\times10^{-12}$ and $3.7\times10^{-11}$, against a budget of $2.5\times10^{-8}$, so the rule \eqref{eq:meshrule} oversizes every pole mesh. Assuming the form $N^{-1}e^{-\kappa_{\rm eff}N}$ with $\kappa_{\rm eff}=1.073\times0.0785=0.084\,a^{-1}$ and anchoring it at $N=78$, the budget is met when $0.084(N-78)+\ln(N/78)=\ln(1.16\times10^{-5}/2.5\times10^{-8})=6.14$, near $N=144$. This is an extrapolation that ignores the oscillation of the error with $N$, not a tested value; $239$ is a sufficient mesh and not the necessary one.

The saving of $37.8$ is relative to a contour calculation that uses $N_0=239$ at every point, and that mesh is larger than a uniform calculation needs. A uniform mesh has the error \eqref{eq:dn}, in which the first pole may take almost all of $\epsilon$ instead of $\epsilon/M$; the bound then gives $(18.69-\ln40)/0.07846=191.2$, so $N=192$ suffices, and against $40\times192^3$ points the saving is $19.6$. An unequal split of $\epsilon$ that favours the first pole would lower the adaptive $N_0$ towards the same value. For this model the eigenvalues are known, and the plain Fermi sum on the $239^3$ mesh is tested to lie within $\epsilon$ at a cost of $1.3652\times10^7$ evaluations; on the $192^3$ mesh that the bound already guarantees, it costs about half as much as the adaptive contour, and the extrapolation above, carried to $\epsilon$ itself through $0.084(N-78)+\ln(N/78)=\ln11.6$, puts the needed mesh near $N=104$, less than a tenth of the adaptive cost. The temperature fixes the densest mesh in either approach, through \eqref{eq:dn}. The energy-dependent mesh pays where $G$ has to be constructed anew at each energy by a zone integral, as in the Korringa--Kohn--Rostoker method or the coherent-potential approximation, because there the alternative is to pay for the densest mesh at every one of the $M$ energies.

\section*{Calculated quantities}
\begin{verbatim}
chain t=1.0 eV, eta=0.05 eV, E=-0.7 eV: v=1.8735 eV*a
  in band: measured rate 0.02669, eta/v 0.02669 (1/a)
  band edge: measured 0.15844, sqrt(eta/2t) 0.15811 (1/a)
T=0 chain mu=-0.7 eV: n exact 0.386182, contour N=50 0.380000, count 0.380000
  max N*|n_N-n| for N in [50,100): 0.9876
  max N*|n_N-n| for N in [500,1000): 0.9977
gapped chain m=0.5 eV: rate 0.4959, 2asinh(m/2t) 0.4949 (1/cell)
  band-energy error N=20 3.35e-07 eV, N=40 5.83e-12 eV
cubic z=(-1+1.5j) eV N=7: |G_N-G| 2.342e-04, bound 8.541e-02, |G_N-images| 9.1e-12 1/eV
example: t=1.0, mu=-1.0, T=0.05, Eb=-7.0 eV, J=8, eps=1e-06
  T = 580.2 K, pi T = 0.1571 eV, Delta = 2.5133 eV, M = 40
  reference n = 0.357160975 per site and spin
same mesh N=20: n_N-n 2.4344e-03; |term| pole0 3.22e-03, pole1 1.22e-04
same mesh N=60: n_N-n -1.4881e-05; |term| pole0 6.83e-05, pole1 2.33e-09
pole  eta/eV  kappa0(1/a)  N_n  N_0/(2n+1)  measured rate/kappa0  2T|G_N-G|
  0  0.1571  0.0785   239   239.0  1.073  5.4e-12
  1  0.4712  0.2335    78    79.7  1.029  3.5e-11
  2  0.7854  0.3832    47    47.8  1.046  3.7e-11
  3  1.0996  0.5253    34    34.1  1.100  3.2e-11
  4  1.4137  0.6583    27    26.6  1.100  2.5e-11
  5  1.7279  0.7818    23    21.7  1.084  3.1e-11
  6  2.0420  0.8962    20    18.4  1.064  1.8e-11
  7  2.3562  1.0019    18    15.9  1.028  3.0e-11
budget per point eps/M = 2.50e-08; pole 0 on the mesh of pole 1: 1.16e-05
rising leg N from 12 to 18, line N from 3 to 17
kappa0 at foot of leg 0.9624, on line at mu 1.0517 (1/a)
poles part -0.0613768, leg 0.1235218, line 0.2950159
adaptive n = 0.357160975, error -4.34e-11
k-points (full zone): total 1.4436e+07, pole 0 1.3652e+07, uniform 5.4608e+08
shares: pole0 0.9457, pole1 0.0329, poles 2-7 0.0131, contour 0.0084
saving over uniform mesh: factor 37.8
pole cost / first pole 1.0486; 7zeta(3)/8 1.0518, pi^2/8 1.2337
d=1 sum 1/(2n+1): J=8 2.0218, J=1000 4.4356
\end{verbatim}
